Electrical conductivity and thermal noise from equilibrium current correlations, part 2

How does the thermal noise of a bar of length ℓ and section A depend on frequency? The linearized Boltzmann equation gave the results below; this part discusses them and works an example.

Units are SI, fields vary as e^{−iωt}, and B = 0 unless stated. States k in a volume V have energy ε_k, velocity v_k (odd in k), charge q = −e and j_k = q v_k. The carrier density is n and the band mass m. Write β = 1/k_BT, f_k = 1/(e^{β(ε_k−μ)} + 1) and F_k = f_k(1 − f_k). The jump rates W_{k→k′} obey detailed balance. For a distribution f_k + F_k φ_k in a field E,

⟨a, b⟩ = (1/V) Σ_k F_k a_k b_k,  P_kk′ = W_{k→k′} f_k (1 − f_k′),

(Lφ)_k = (1/F_k) Σ_k′ P_kk′ (φ_k − φ_k′).  (1)

⟨a, Lb⟩ = (1/2V) Σ_kk′ P_kk′ (a_k − a_k′)(b_k − b_k′).  (2)

∂φ/∂t + Lφ = β E(t)·j.  (4)

The volume-averaged current density J has the correlation C_ab(t) = V⟨J_a(t) J_b(0)⟩ = ⟨j_a, e^{−Lt} j_b⟩, and C means C_xx. The conductivity is σ_ab, with σ₀ = σ_xx(0); G = σ_xx A/ℓ, G₀ = G(0) and Z = 1/G. The short-circuit current I has C_I(t) = ⟨I(t)I(0)⟩ = (A/ℓ) C_xx(t) and one-sided noise density

S_I(ω) = 4 ∫₀^∞ C_I(s) cos ωs ds = 4k_BT Re G(ω).  (7)

With a capacitance C_s across the bar, the terminal voltage U has noise density S_V = 4k_BT Re[1/(G − iωC_s)].

(iv) S_I = (4k_BT/R)/(1 + ω²τ²), with R = 1/G(0), if and only if L j_x = j_x/τ. Otherwise S_I is a sum of Lorentzians with positive weights.

In the one-τ case G₀ = 1/R = β(A/ℓ)C(0)τ, Z = R − iωL_K, and L_K = Rτ is the kinetic inductance.

(A5) ħω ≪ k_BT.

The program also checks β∫C dt against a driven two-dimensional band, and many-fermion correlations against e^{−Lt}; M counts the states per class of equal energy and velocity.

**Remark 1 (where the roll-off goes).** The factor |Z|² = R²(1 + ω²τ²) that converts current noise to voltage noise cancels the Lorentzian. In a short circuit the inertia of the carriers, L_K, is in series with R and limits how fast the current can change. At finite C_s, with y = ωτ and c = RC_s/τ,

1/(G − iωC_s) = R(1 − iy)/[1 − iyc(1 − iy)] = R(1 − iy)/(1 − y²c − iyc).

The real part of (1 − iy)(1 − y²c + iyc) is 1 − y²c + y²c = 1, and y²c = ω²L_KC_s, yc = ωRC_s, so

S_V = 4k_BT R/[(1 − ω²L_KC_s)² + ω²R²C_s²].  (9)

The spectrum is flat where ω²L_KC_s ≪ 1 and ωRC_s ≪ 1. In the time domain the circuit is dI/dt = −I/τ + U/L_K + ξ, dU/dt = −I/C_s, with white noise ⟨ξ(t)ξ(0)⟩ = 2Dδ(t). In the short circuit ⟨I²⟩ = Dτ, and from (iv) ⟨I²⟩ = (A/ℓ)C(0) = k_BT/(Rτ) = k_BT/L_K, which fixes D. Stationarity of ⟨U²⟩ gives ⟨IU⟩ = 0. That of ⟨I²⟩ then gives ⟨I²⟩ = Dτ again, and that of ⟨IU⟩ gives ⟨U²⟩/L_K = ⟨I²⟩/C_s, so ⟨U²⟩ = k_BT/C_s. The noise strength taken from the short circuit thus produces equipartition in the capacitor. The program tests (9) and both variances from this time-domain system; at c = 10⁻⁴ it gives S_V/(4k_BT R) = 1.0002 and 1.0018 at y = 1 and 3.

**Remark 2 (which energy).** At t = 0, use βF v_x = −(1/ħ) ∂f/∂k_x and integrate by parts over k_x, where the boundary term vanishes:

βC_xx(0) = −(q²/ħV) Σ_k v_x ∂f/∂k_x = (q²/ħV) Σ_k f ∂v_x/∂k_x.

For a parabolic band ∂v_x/∂k_x = ħ/m, and βC(0) = ne²/m at any degeneracy. Then σ₀ = ne²τ/m and L_K = mℓ/(ne²A). In a degenerate gas C(0) = k_BT ne²/m is small compared with E_F ne²/m, E_F being the Fermi energy, because F confines fluctuations to a shell of width k_BT, and β restores a temperature-independent product. With the geometric capacitance C_s = ε_rε₀A/ℓ one finds 1/(L_KC_s) = ne²/(mε_rε₀) = ω_p², so c = 1/(ω_pτ)².

**Remark 3 (when one time is exact).** For elastic scattering f_k′ = f_k, so P_kk′/F_k = W and (Lφ)_k = Σ_k′ W(φ_k − φ_k′). Let the band be isotropic and W depend on ε and the scattering angle θ. The component of v_k′ perpendicular to v_k sums to zero by symmetry about v_k, and the parallel component is v_k cos θ. Hence

L j = j/τ(ε),  1/τ(ε) = Σ_k′ W (1 − cos θ).

The time is the transport time, not the inverse total rate Σ W. On a ring with W ∝ e^{2cos θ} the two rates are proportional to I₀(2) − I₁(2) and I₀(2), since (1/2π)∫ e^{κ cos θ} cos nθ dθ = I_n(κ). The ratio of times is 3.3088, and the computed C(t) decays with the transport time. Condition (iv) holds if τ(ε) is constant where F v² has weight. It also holds for nondegenerate carriers whose velocity is redrawn from the Maxwell distribution at the rate 1/τ, where Lφ = (φ − φ̄)/τ with φ̄ the thermal average, which vanishes for j. Simulated trajectories of that model give S_I/(4k_BT G₀) = 0.9550 ± 0.0095, 0.4985 ± 0.0050 and 0.1001 ± 0.0010 at ωτ = 0.25, 1, 3, against 0.9412, 0.5000 and 0.1000 (uncertainties are standard errors).

**Remark 4 (many times).** Take nondegenerate carriers in three dimensions, x = βε, and τ = τ₀x^{−1/2}, which is a constant mean free path. Each energy shell contributes F v_x² τ/(1 − iωτ). With F ∝ e^{−x}, density of states ∝ x^{1/2}, v² ∝ x, and the normalization of Remark 2,

σ = (ne²/m) ⟨⟨τ/(1 − iωτ)⟩⟩,  ⟨⟨g⟩⟩ = ∫₀^∞ x^{3/2} e^{−x} g dx / Γ(5/2).

The rates reach down to zero in this continuum, but the weight x^{3/2} keeps the integral finite: ⟨⟨τ⟩⟩ = τ₀Γ(2)/Γ(5/2) and ⟨⟨1/τ⟩⟩ = Γ(3)/(τ₀Γ(5/2)). At high frequency 1 − iωτ = −iωτ(1 + i/ωτ), so τ/(1 − iωτ) ≈ (i/ω)(1 − i/ωτ). Averaging and inverting gives 1/σ ≈ (m/ne²)(−iω + ⟨⟨1/τ⟩⟩). Dividing the real part by the dc value m/(ne²⟨⟨τ⟩⟩), and using Γ(5/2)² = 9π/16,

Re Z(∞)/R = ⟨⟨τ⟩⟩⟨⟨1/τ⟩⟩ = 2·16/(9π) = 32/(9π) = 1.1318.

The Cauchy–Schwarz inequality makes this product at least 1 for any τ(ε). It equals 1 only when τ is constant where the weight is nonzero; for the τ(ε) taken here it exceeds 1, and the voltage noise is not flat. Compared with a Lorentzian of time ⟨⟨τ⟩⟩, the current noise has a tail higher by the same factor. At low frequency S_I/S_I(0) ≈ 1 − ω²⟨⟨τ³⟩⟩/⟨⟨τ⟩⟩ = 1 − ω²τ₀², since ⟨⟨τ³⟩⟩ = τ₀³Γ(1)/Γ(5/2); as τ₀ > ⟨⟨τ⟩⟩, it starts lower. The formula gives 0.9132, 0.4725, 0.1066 at ω⟨⟨τ⟩⟩ = 0.25, 1, 3, and the simulation gives 0.9129 ± 0.0078, 0.4743 ± 0.0050, 0.1095 ± 0.0014. The last point lies two standard errors above the formula, inside the tested tolerance; the finite record of 100⟨⟨τ⟩⟩ raises the expected value there to 0.1073, which leaves 1.5 standard errors.

**Remark 5 (the role of A5).** Treating I(t) as a commuting variable fails at ħω ≳ k_BT. Let a system with levels E_m and populations p_m be perturbed by −EP from t = 0, with current operator Ĵ = (i/ħ)[H, P]. First-order solution of iħ dρ/dt = [H − EP, ρ] gives δρ(t) = (iE/ħ) ∫₀^t e^{−iHs/ħ}[P, ρ]e^{iHs/ħ} ds, and cyclic invariance of the trace gives δ⟨Ĵ⟩ = E ∫₀^t (i/ħ)⟨[Ĵ(s), P]⟩ ds. In eigenstates ⟨[Ĵ(s), P]⟩ = Σ (p_m − p_n) J_mn e^{iω_mn s} P_nm, with ω_mn = (E_m − E_n)/ħ and P_nm = J_nm/(iω_nm). With x = β(E_n − E_m), the weights are symmetric in m and n, so the exponentials pair into cosines:

(i/ħ)⟨[Ĵ(s), P]⟩ = β Σ_mn |J_mn|² [(p_m − p_n)/x] cos ω_mn s,

½⟨Ĵ(s)Ĵ + ĴĴ(s)⟩ = Σ_mn |J_mn|² [(p_m + p_n)/2] cos ω_mn s.

Since p_n = p_m e^{−x}, the noise weight exceeds the response weight by (x/2)(1 + e^{−x})/(1 − e^{−x}) = (x/2)coth(x/2) = 1 + x²/12 + …. The symmetrized noise is S_I = 2ħω coth(βħω/2) Re G, and (7) is its limit x → 0. The pure Lorentzian holds through ωτ ~ 1 only if ħ/τ ≪ k_BT. If Re G kept the one-τ form at x ≫ 1, which the semiclassical derivation does not establish, the tail would fall as 1/ω in place of 1/ω². The program tests both sets of weights against exact evolution of a five-level system.

**Remark 6 (Onsager relations; not tested by the program).** A temperature gradient adds v·∇_r f = βF (ε − μ) v·∇T/T to the left side of the Boltzmann equation, so the drive in (4) gains β j^Q·(−∇T/T) with the heat current j^Q = (ε − μ)v, also odd in k. All dc coefficients are β⟨j^A, L^{−1}j^B⟩, symmetric in A and B by (2). A magnetic field adds L_B φ = (q/ħ)(v × B)·∇_k φ. Since ∇_kF is parallel to v and ∇_k × v = 0, the field F v × B has no divergence, and integration by parts gives ⟨a, L_B b⟩ = −⟨b, L_B a⟩. If W does not depend on B, then σ_ab(B) = σ_ba(−B).

**Example**

Take round model parameters: n = 10²² m⁻³, m = 0.1 m_e = 9.1094×10⁻³² kg, τ = 10⁻¹² s, T = 300 K, ℓ = 2×10⁻⁵ m, A = 10⁻¹¹ m², ε_r = 10. The bar holds nℓA = 2.0×10⁶ carriers, and k_BT = 4.1419×10⁻²¹ J. With the effective density of states N_c = 2(mk_BT/2πħ²)^{3/2} = 7.94×10²³ m⁻³, n/N_c = 0.0126 and μ/k_BT = −4.37, so the gas is nondegenerate.

The Fermi integral of F j² gives C(0) = 1.1672×10⁻⁵ A²/m. Then

βC(0) = 1.1672×10⁻⁵/4.1419×10⁻²¹ = 2.818×10¹⁵ S/(m·s),

σ₀ = βC(0)τ = 2818 S/m,

R = ℓ/(σ₀A) = 2×10⁻⁵/(2817.9×10⁻¹¹) = 709.7 Ω,  L_K = Rτ = 7.097×10⁻¹⁰ H,

S_I(0) = 4×4.1419×10⁻²¹/709.74 = 2.334×10⁻²³ A²/Hz, or 4.83 pA/√Hz,

S_V(0) = 4×4.1419×10⁻²¹×709.74 = 1.176×10⁻¹⁷ V²/Hz, or 3.43 nV/√Hz.

The corner lies at 1/(2πτ) = 1.592×10¹¹ Hz (159 GHz), where S_I = 1.167×10⁻²³ A²/Hz. At ωτ = 3 it is S_I(0)/10 = 2.334×10⁻²⁴ A²/Hz. The digits of S_I(0)/2 repeat those of C(0) only because S_I(0)/2 = 2(A/ℓ)τ C(0) and 2(A/ℓ)τ is a power of ten for these inputs. The total variance is (A/ℓ)C(0) = 5×10⁻⁷ × 1.1672×10⁻⁵ = 5.836×10⁻¹² A², equal to S_I(0)/4τ and to k_BT/L_K, an rms current of 2.42×10⁻⁶ A.

The conditions stand as follows. The mean free path, τ√(3k_BT/m) = 3.7×10⁻⁷ m, is about 1/54 of the length but about 1/9 of the width √A = 3.2×10⁻⁶ m, so neglecting surface scattering is an assumption of the model. Contact resistance is neglected too. Even ideal contacts add a fraction of R of the order of the first ratio, and real contacts can add much more. The magnetic self-inductance, in series with L_K, is also neglected: for the bar alone it is about 1×10⁻¹¹ H, 1.4 % of L_K, which would lower the corner to about 157 GHz, and the value for the whole loop depends on the return path. At ω = 1/τ the skin-depth scale √(2τ/μ₀σ₀) = 2.4×10⁻⁵ m exceeds the width about sevenfold, and the wavelength in the dielectric, 6.0×10⁻⁴ m, is about 30 lengths. Capacitance from the sides of the bar to its surroundings, which would let current leave along the way, is neglected. It is not very small: the self-capacitance of such a bar in vacuum, about 5×10⁻¹⁶ F, gives ωRC ≈ 0.4 at ωτ = 1, and a transmission-line estimate gives a guided wavelength of about 9 lengths, with a change below 1 % in the real part of the admittance of the shorted line. The ratio ħ/(τk_BT) = 0.02546 gives at ωτ = 1 a quantum correction 0.02546²/12 = 5.4×10⁻⁵ relative to (7), growing as ω²; the ratio reaches 1 at 7.64 K.

The geometric capacitance is 4.43×10⁻¹⁷ F, with ω_p = 5.64×10¹² rad/s and c = 1/5.6415² = 0.03142. Equation (9) at ωτ = 1 gives 1/[(1 − 0.03142)² + 0.03142²] = 1.065. With this capacitance alone, the voltage noise at the frequency where the current noise has halved is 6.5 % above 4k_BT R, on the rising side of the LC resonance. For a bar this slender, the fringing field outside adds a capacitance of about twice the geometric one (round bar of equal section in vacuum), which would raise 1.065 to about 1.22, so the 6.5 % illustrates (9) and is not a prediction for a real bar.

For the model of Remark 4 with the same R, τ₀ = Γ(5/2) × 10⁻¹² s = 1.329×10⁻¹² s. The half-power point moves to ω⟨⟨τ⟩⟩ = 0.939, and at C_s = 0 the ratio S_V/(4k_BT R) = Re Z/R is 1.071 and 1.117 at ω⟨⟨τ⟩⟩ = 1 and 3; the geometric capacitance alone raises these to 1.145 and 2.15, so they describe the model at C_s = 0 and not this bar. Re Z/R reaches 1.132 at ω⟨⟨τ⟩⟩ = 1000, which checks the formal limit 32/(9π) but is not a noise ratio for this bar: there ħω/k_BT = 1000 × 0.02546 ≈ 25, so (A5) fails, and ω lies far above ω_p, where C_s cannot be dropped. The program and its output follow.

Values computed for the example and the checks

```
2D band, units hbar=e=a=1: t1,t2,t3 = 1.0,0.6,0.3 beta = 0.7 mu = -0.3 grid 21^2
sigma_xx(0): driven 0.32968, beta int C 0.32968 (e^2/hbar)
sigma_xy(0), sigma_yx(0) driven: 0.02010, 0.02010 (e^2/hbar)
sigma_xx(w=3.6704): driven 0.02122+0.08046i, beta int C 0.02122+0.08046i
elastic many-fermion C(t) vs propagator, max deviation below 1e-10: True
inelastic int C dt, relative deviation at M = 4, 8, 16: 0.02417, 0.01166, 0.00573
ring, W ~ exp(2 cos theta): tau_transport / tau_total = 3.3088
w tau = 0.25 S_I/(4kT G0): MC 0.9550+-0.0095 Lorentz 0.9412 | x^-1/2 MC 0.9129+-0.0078 formula 0.9132
w tau = 1.00 S_I/(4kT G0): MC 0.4985+-0.0050 Lorentz 0.5000 | x^-1/2 MC 0.4743+-0.0050 formula 0.4725
w tau = 3.00 S_I/(4kT G0): MC 0.1001+-0.0010 Lorentz 0.1000 | x^-1/2 MC 0.1095+-0.0014 formula 0.1066
S_V/(4kT R) at RC/tau = 1e-4, w tau = 1, 3: 1.0002, 1.0018
inputs: n = 1e+22 m^-3, m = 0.1 m_e = 9.1094e-32 kg, tau = 1e-12 s, T = 300 K
inputs: length = 2e-05 m, area = 1e-11 m^2, eps_r = 10
kT = 4.1419e-21 J
N_c = 7.9355e+23 m^-3, n/N_c = 0.0126, mu/kT = -4.369
carriers in bar = 2.000e+06
C(0) = 1.1672e-05 A^2/m, beta C(0) = 2.8179e+15 S/(m s)
sigma_0 = 2817.9 S/m
R = 709.74 ohm, G_0 = 1.4090e-03 S
kinetic inductance L_K = 7.0974e-10 H
corner frequency 1/(2 pi tau) = 1.5915e+11 Hz = 159.2 GHz
S_I(0) = 2.3344e-23 A^2/Hz, root = 4.832 pA/Hz^0.5
S_I(w tau = 1) = 1.1672e-23 A^2/Hz, S_I(w tau = 3) = 2.3344e-24 A^2/Hz
S_V(0) = 1.1759e-17 V^2/Hz, root = 3.429 nV/Hz^0.5
<I^2> = 5.8359e-12 A^2, rms current = 2.4158e-06 A
thermal speed sqrt(3kT/m) = 3.6933e+05 m/s, mean free path = 3.693e-07 m
skin depth sqrt(2 tau/(mu0 sigma0)) = 2.377e-05 m, width sqrt(area) = 3.162e-06 m
wavelength in dielectric at w = 1/tau = 5.957e-04 m
geometric capacitance = 4.4271e-17 F, RC/tau = 0.03142
plasma frequency = 5.6415e+12 rad/s, w_p tau = 5.641
S_V/(4kT R) with geometric C at w tau = 1: 1.0648
hbar/(tau kT) = 0.02546, quantum factor - 1 at w tau = 1: 5.402e-05
temperature with kT = hbar/tau: 7.64 K
x^-1/2 model: tau0 = 1.3293e-12 s
x^-1/2 model: half-power w<<tau>> = 0.9394
x^-1/2 model: Re Z/R at w<<tau>> = 1, 3, 1000: 1.0712, 1.1167, 1.1318; 32/(9 pi) = 1.1318
```
